# Slow Light, the Kerr Coefficient and Two-Photon Loss in Silicon Waveguides

**Question.** A periodic silicon waveguide is redesigned so that light of the same frequency travels through it more slowly, with nearly the same distribution of electric field. Why does its Kerr coefficient rise as the square of the group index, while its two-photon figure of merit stays where it was?

**Answer.** Slowness acts twice. At a given power, slower light means more stored energy per unit length, and so a stronger field and a larger nonlinear index change. The light then also spends longer in each unit of length, so a given index change has more time to act. Each effect contributes one factor of group index. Two-photon absorption is the imaginary part of the same index change, so it gains the same two factors, and they cancel in the ratio. What grows is the coefficient of the guide; the material's own coefficients do not change.

## The first factor: stored energy

Let the field be $\mathrm{Re}[\mathbf E(\mathbf r)e^{-i\omega t}]$, with $\mathbf E$ a Bloch mode of a single-mode guide of period $a$. The linear index $n(\mathbf r)$ is taken as real and free of dispersion. Integrals run over one cell, and

$$D=\int n^2|\mathbf E|^2\,dV .$$

The time-averaged electric energy in a cell is $\tfrac14\varepsilon_0D$. The magnetic energy equals it, because Maxwell's equations give

$$\nabla\cdot(\mathbf E\times\mathbf H^*)=i\omega\left(\mu_0|\mathbf H|^2-\varepsilon_0n^2|\mathbf E|^2\right),$$

and the left side integrates to zero over a cell, since $\mathbf E\times\mathbf H^*$ is periodic. The total energy per cell is therefore $W=\tfrac12\varepsilon_0D$.

A long pulse of length $\ell$ holds energy $W\ell/a$ and passes a fixed plane in the time $\ell/v_g$. The energy that passes is also $P\ell/v_g$, where $P$ is the power. Hence, with $v_g=c/n_g$,

$$P=\frac{v_gW}{a}=\frac{c\,\varepsilon_0D}{2a\,n_g}
\quad\Longrightarrow\quad
\frac{\varepsilon_0c}{2}=\frac{a\,n_gP}{D}. \tag{1}$$

At fixed $P$ and $a$, $D$ is proportional to $n_g$.

## The second factor: time spent in the guide

Let the index change by a small, possibly complex, $\delta n$, so that $n^2$ changes by $2n\,\delta n$. The perturbed mode $\mathbf E'$ of frequency $\omega+\delta\omega$ obeys

$$\nabla\times\nabla\times\mathbf E'=\frac{(\omega+\delta\omega)^2}{c^2}\,(n^2+2n\,\delta n)\,\mathbf E' .$$

Hold the Bloch wavenumber $k$ fixed, multiply by $\mathbf E^*$ and integrate. The double curl can be moved onto $\mathbf E^*$, where it gives $(\omega^2/c^2)n^2\mathbf E^*$; the surface terms cancel by periodicity. To first order $\mathbf E'$ may then be replaced by $\mathbf E$, which leaves

$$0=2\omega\,\delta\omega\,D+2\omega^2\int n\,\delta n\,|\mathbf E|^2dV
\quad\Longrightarrow\quad
\delta\omega=-\frac{\omega}{D}\int n\,\delta n\,|\mathbf E|^2dV .$$

The laser, however, fixes the frequency, so $k$ must move until $v_g\,\delta k+\delta\omega=0$. With $k_0=\omega/c$,

$$\delta k=-\frac{\delta\omega}{v_g}=\frac{k_0n_g}{D}\int n\,\delta n\,|\mathbf E|^2dV. \tag{2}$$

Over a length $L$ the phase is $-\delta\omega\,(L/v_g)$, a frequency shift times a transit time. The real part of $\delta k$ is phase per length and the imaginary part is amplitude decay per length. Both carry the same $n_g$.

Equation (2) needs $v_g$ to be nearly constant over the shift $\delta\omega$. It fails close enough to a band edge, where $v_g$ tends to zero.

## The coefficient of the guide

For one dominant polarization the local intensity is $I=\tfrac12\varepsilon_0cn|\mathbf E|^2$, and

$$\delta n=\tilde n_2I,\qquad \tilde n_2=n_2+\frac{i\beta}{2k_0}.$$

The imaginary part is fixed by a uniform medium, where $dI/dz=-2k_0\,\mathrm{Im}(\delta n)\,I=-\beta I^2$, which defines the two-photon coefficient $\beta$. Inserting $\delta n$ in (2), and then replacing $\varepsilon_0c/2$ by (1), gives

$$\delta k=\frac{k_0n_g}{D}\,\frac{\varepsilon_0c}{2}\int n^2\tilde n_2|\mathbf E|^4dV
=k_0n_g^2\,\frac{a\int n^2\tilde n_2|\mathbf E|^4dV}{D^2}\,P\equiv\gamma P. \tag{3}$$

The fraction does not change when $\mathbf E$ is rescaled. It depends on the shape of $|\mathbf E|^2$, on the period and on how the materials are distributed in the cell. If a redesign leaves the fraction nearly unchanged, $\gamma$ grows nearly as $n_g^2$; this is the fixed-profile law.

If silicon is the only nonlinear material, with cross-section $A$, (3) can be written

$$\gamma=\frac{k_0\tilde n_2}{A}\left(\frac{n_g}{n}\right)^2F,\qquad
F=\frac{n^4aA\int_{\rm Si}|\mathbf E|^4dV}{D^2}. \tag{4}$$

For a plane wave in uniform silicon $n_g=n$ and $F=1$, which returns the familiar $k_0\tilde n_2/A$. The figure of merit is

$$\mathrm{FOM}=\frac{\mathrm{Re}\,\gamma}{4\pi\,\mathrm{Im}\,\gamma}
=\frac{n_2}{4\pi\beta/(2k_0)}=\frac{k_0n_2}{2\pi\beta}=\frac{n_2}{\beta\lambda}. \tag{5}$$

Both $n_g$ and $F$ have cancelled. With one nonlinear material the result therefore does not even need a fixed profile.

## What the figure of merit controls

Amplitude varies as $e^{i\delta k z}$, so power and nonlinear phase obey

$$\frac{dP}{dz}=-2\,\mathrm{Im}\gamma\,P^2,\qquad \frac{d\phi}{dz}=\mathrm{Re}\gamma\,P .$$

Dividing the second by the first gives $d\phi/dP=-\mathrm{Re}\gamma/(2\,\mathrm{Im}\gamma\,P)$, and integration from input to output gives

$$\phi=\frac{\mathrm{Re}\gamma}{2\,\mathrm{Im}\gamma}\ln\frac{P_{\rm in}}{P_{\rm out}}
=2\pi\,\mathrm{FOM}\,\ln\frac{P_{\rm in}}{P_{\rm out}}. \tag{6}$$

Slow light reduces the power or the length needed for a given phase. It does not reduce the fraction of the light lost to two-photon absorption in obtaining that phase.

## How far can the profile be fixed?

It cannot be fixed completely. Given the complex field $\mathbf E$ at frequency $\omega$, Maxwell's equations give $\mathbf H=\nabla\times\mathbf E/(i\omega\mu_0)$, hence $P$ and $W$, hence $v_g=Pa/W$. Without material dispersion, one complex profile has one group index. What can stay nearly fixed is $|\mathbf E|^2$.

A chain of cavities shows how. Inside each cavity the field is $\mathcal A e^{ink_0z}+\mathcal B e^{-ink_0z}$. The power is proportional to $|\mathcal A|^2-|\mathcal B|^2$ and the mean energy to $|\mathcal A|^2+|\mathcal B|^2$. Leaving aside the energy in the reflectors and any incomplete half-wave at the cavity ends, the slowdown is

$$s=\frac{n_g}{n}\simeq\frac{|\mathcal A|^2+|\mathcal B|^2}{|\mathcal A|^2-|\mathcal B|^2}=\frac12\left(x+\frac1x\right),\qquad
x=\frac{|\mathcal A|-|\mathcal B|}{|\mathcal A|+|\mathcal B|},$$

where $x$ is the ratio of node to antinode amplitude. For large $s$, $x\simeq1/(2s)$: the field is a standing wave plus a small part in quadrature, without which no power would flow. Changing that small part changes $n_g$ and hardly alters $|\mathbf E|^2$.

On the way from travelling to standing wave the profile does change. Since $|\mathbf E|^2$ is $|\mathcal A|^2+|\mathcal B|^2$ plus a cosine of amplitude $2|\mathcal A\mathcal B|$, averaging its square gives

$$F\simeq1+\frac{2|\mathcal A\mathcal B|^2}{(|\mathcal A|^2+|\mathcal B|^2)^2}
=\frac32-\frac1{2s^2},$$

where $4|\mathcal A\mathcal B|^2=(|\mathcal A|^2+|\mathcal B|^2)^2-(|\mathcal A|^2-|\mathcal B|^2)^2$ was used. For cavities that fill the cell, the overlap thus adds a factor approaching $3/2$, after which $n_g^2$ is left alone. Mirrors of finite thickness take up part of the cell and hold a weaker field. If the light is slowed by thickening them, $F$ can pass $3/2$ and keep rising, and $\gamma$ then grows faster than $n_g^2$.

## Numbers

Take a one-dimensional silicon guide at $\lambda=1550$ nm with rough values $n=3.48$, $n_2=5\times10^{-18}$ m²/W, $\beta=0.70$ cm/GW and $A=0.10$ µm². Idealized linear, lossless sheets of zero thickness divide it into cavities. Each sheet adds $\sigma\delta(z)$ to $n^2$, so the field slope jumps by $-k_0^2\sigma E$. With $\theta=nk_0a$ and $q=k_0\sigma/(2n)$, half the trace of the transfer matrix of a cell gives $\cos ka=\cos\theta-q\sin\theta$. Choosing $\cot\theta=q$ puts the laser at band centre, $ka=\pi/2$ (modulo $2\pi$ and direction). Four guides with $q=0,3,6,12$ and $\theta$ just above $6\pi$ (for $q=0$, $6.5\pi$) have $n_g=3.48$, 11.18, 21.35 and 42.09. The cell length changes from 1.448 to 1.342 µm.

Without reflectors,

$$\mathrm{Re}\,\gamma=\frac{k_0n_2}{A}=\frac{(4.054\times10^6)(5\times10^{-18})}{10^{-13}}\ \mathrm{W^{-1}m^{-1}}=0.203\ \mathrm{W^{-1}mm^{-1}} .$$

In the slowest guide $n_g/n=12.09$ and $F=1.477$, so this is multiplied by $146\times1.477\approx216$, giving 43.8 W⁻¹mm⁻¹. Between the two slowest guides $F$ moves by only 2%, from 1.449 to 1.477, and the coefficient grows as $n_g^{2.03}$, close to the fixed-profile law.

These values were tested by solving the nonlinear wave equation through 100 cells. The output power was set from (4) and (6) for a phase of 0.1 rad, but $\gamma$ was not used in the propagation. The solution returned 0.100 rad in all four guides, and real and imaginary parts of $\gamma$ that agree with (4) to the digits printed. The figure of merit was 0.461 each time, equal to $n_2/(\beta\lambda)$. By (6), $\ln(P_{\rm in}/P_{\rm out})=0.1/(2\pi\times0.461)=0.0345$, a loss of 3.4% in every guide. The input power fell from 3.47 W to 17 mW.

## When the figure of merit does change

Suppose that $n_2$ is uniform but two-photon absorption occurs only in the roughly half of the silicon nearest the antinodes. The figure of merit is then close to 1.0 without reflectors and close to 0.50 in all three guides with them. (The program's grid places the edges of the absorbing regions only to within a step, so its values here are good to about 3%.) A travelling wave has no antinodes and samples all regions equally, so only the absorbing fraction of the length matters. An exact half would give $0.461/0.5=0.92$; in the cell used here the absorbing stripes cover $6/13$ of the length, which gives $0.461\times13/6=1.0$. A standing wave concentrates its fourth power where absorption remains: the share of $\cos^4$ within $\pi/4$ of its peak is $\tfrac12+4/(3\pi)=0.92$, and $0.461/0.92=0.50$. In such a composite guide the fixed profile is essential. Once the profile has settled, a nearly fourfold rise in $n_g$ leaves the figure of merit close to 0.50.

## Beside a real device

The area is typical of silicon wires, and group indices of a few tens are within the range of photonic-crystal guides. The sheets, however, are a mathematical stand-in for mirrors: at $q=12$ a layer 5 nm thick would need $n^2\approx7000$ to reflect as strongly. Real mirrors have thickness, which changes $F$ and $n_g$, though (3) still applies as long as one polarization dominates. In guides of wire size it does not: the mode has a sizeable longitudinal component in quadrature. For an isotropic Kerr response $|\mathbf E|^4$ in (3) is then replaced by $\tfrac23|\mathbf E|^4+\tfrac13|\mathbf E\cdot\mathbf E|^2$, which in a slab estimate for a travelling mode lowers $\gamma$ by 10 to 20%. The figure of merit is unaffected only if $n_2$ and $\beta$ depend on polarization in the same way. Another assumption strongly broken in the slow guide is the absence of linear loss. For a rough 2 dB/cm without slowing, the slowest guide, 0.134 mm long, would lose 0.32 dB if loss grew as $n_g$, and 3.9 dB if it all grew as $n_g^2$, as backscattering from roughness tends to. Two-photon loss is 0.15 dB. A loss of 3.9 dB is an exponent of 0.90, which at fixed input power cuts the phase to about $(1-e^{-0.90})/0.90=0.66$ of its value. In the fast guide free carriers matter more. By the end of a 3 ps pulse their absorption has an exponent of about 0.02 there, not far below the two-photon 0.0345, against 0.002 in the slowest guide. In a rough Drude estimate, by the end of a 3 ps pulse of constant power they give a phase of order 0.1 rad, opposite in sign to the Kerr phase and comparable with it; in the slowest guide it is of order 0.01 rad. These are low estimates: empirical fits for silicon give about twice as much in the fast guide and, extrapolated to lower carrier density, several times as much in the slowest. Silicon's own dispersion raises its group index by about 3.6%, so putting a measured $n_g$ into (4) overstates both parts of $\gamma$ by about 7% when nearly all the energy is in silicon, and by less when less dispersive materials hold part of it. The equal 3.4% losses are therefore a statement about two-photon absorption, not a forecast of total device loss. The remaining values are in the numerical output.

## Numbers as computed

```
wavelength: 1550 nm
silicon index (rough): 3.48
n2 (rough): 5.0e-18 m^2/W
beta (rough): 0.70 cm/GW
mode area: 0.10 um^2
number of cells: 100
target phase: 0.10 rad
material FOM n2/(beta lambda): 0.4608
Rows below list four guides, from no reflectors to strongest
reflector strength k0*sheet/(2n): 0, 3, 6, 12
cell length (um): 1.448, 1.359, 1.348, 1.342
guide length (um): 144.8, 135.9, 134.8, 134.2
group index from dispersion: 3.48, 11.18, 21.35, 42.09
group index from energy/flux: 3.48, 11.18, 21.35, 42.09
slowdown n_g/n: 1, 3.212, 6.135, 12.09
node/antinode amplitude ratio: 1, 0.1623, 0.08276, 0.04159
overlap F: 1, 1.382, 1.449, 1.477
Re gamma, formula (1/(W mm)): 0.2027, 2.89, 11.05, 43.79
Re gamma, wave equation (1/(W mm)): 0.2027, 2.89, 11.05, 43.79
Im gamma, formula (1/(W mm)): 0.035, 0.499, 1.908, 7.562
Im gamma, wave equation (1/(W mm)): 0.035, 0.499, 1.908, 7.562
FOM, wave equation: 0.4608, 0.4608, 0.4608, 0.4608
input power (W): 3.468, 0.2591, 0.06831, 0.01731
output power (W): 3.35, 0.2503, 0.06599, 0.01673
phase, wave equation (rad): 0.09999, 0.09999, 0.1, 0.1
two-photon loss (percent): 3.394, 3.394, 3.395, 3.395
n_g exponent of Re gamma, last two guides: 2.028
n_g exponent of Im gamma, last two guides: 2.029
largest phase shift on halving step: 6.3e-06 relative
largest loss shift on halving step: 6.2e-06 relative
FOM, composite guide: 0.9702, 0.5029, 0.501, 0.498
Neglected effects, same four guides
pulse duration: 3.0 ps
carrier cross-section (rough): 1.5e-17 cm^2
carrier masses (rough): 0.26, 0.37 m_e
bare linear loss (rough): 2.0 dB/cm
carrier density at pulse end (cm^-3): 9.5e+16, 7.6e+15, 2e+15, 5.1e+14
free-carrier loss exponent: 0.021, 0.0079, 0.0041, 0.0021
two-photon loss exponent: 0.0345, 0.0345, 0.0345, 0.0345
free-carrier phase, size (rad): 0.11, 0.043, 0.022, 0.011
linear loss if scaling as n_g (dB): 0.029, 0.087, 0.17, 0.32
linear loss if scaling as n_g^2 (dB): 0.029, 0.28, 1, 3.9
band-curvature phase at half-width of pulse spectrum,
  slowest guide (rad): 0.014
peak optical field (MV/cm): 0.87, 0.59, 0.42, 0.3
silicon dispersion, n_g change: 3.6 percent
```
